\section*{Schottky-barrier pinning slope from interface states across a thin gap}

\section*{Question}

I am depositing different metals on an n-type semiconductor and want to know how strongly the barrier should follow the metal work function. My model is the Cowley--Sze one: a gap of $0.5$ nm with vacuum permittivity, and interface states of density $10^{14}$ per cm$^2$ per eV on the semiconductor side. I need the slope of barrier height against work function.

I have seen the slope written with $e^2D\delta/\varepsilon_0$ in the denominator. When I insert $D=10^{18}$ m$^{-2}$\,eV$^{-1}$ and SI values for the rest, that term is vanishingly small and the slope is one, as if the states did nothing. I also cannot get the sign of the charge in the states right, and I do not see why the doping drops out. What is the correct slope, and how far can I trust it for a real contact, say on CdTe?

\section*{Answer}

Your small number comes from mixing joules and electronvolts. The signs and the doping are easiest to settle by deriving the slope, so I start there.

\subsection*{The energy drop across the gap}

Put the metal surface at $x=0$ and the semiconductor surface at $x=\delta$. At zero bias there is one Fermi level $E_F$ throughout. Let $\phi_m$ be the metal work function, $\chi$ the electron affinity, $E_g$ the band gap, and $\Phi_B=E_c-E_F$ the electron barrier at the semiconductor surface. All of these are energies. I assume that contact leaves $\phi_m$ and $\chi$ unchanged.

Let $U(x)$ be the local vacuum level measured from $E_F$. At the metal $U(0)=\phi_m$; at the semiconductor $U(\delta)=\Phi_B+\chi$. The drop across the gap is therefore
\begin{equation}
\Delta=U(0)-U(\delta)=\phi_m-\chi-\Phi_B .
\end{equation}
Since $U=-e\varphi$ plus a constant, with $\varphi$ the electric potential, the field in the gap is
\begin{equation}
F=-\frac{d\varphi}{dx}=\frac1e\frac{dU}{dx}=-\frac{\Delta}{e\delta}.
\end{equation}
Now draw a Gaussian box from inside the gap to the field-free interior of the semiconductor. Its left face has outward normal $-x$, so the enclosed charge per area is $-\varepsilon_0F$. With $Q_{ss}$ in the interface states and $Q_{sc}$ in the depletion layer,
\begin{equation}
Q_{ss}+Q_{sc}=\frac{\varepsilon_0\Delta}{e\delta}.
\label{gauss}
\end{equation}
A metal of high work function ($\Delta>0$) thus leaves positive charge on the semiconductor side.

\subsection*{The charge in the states}

Let the states have uniform density $D$ per area and energy, and let them be neutral when filled up to $\phi_0$ above the valence edge. At the surface the Fermi level lies $\eta=E_g-\Phi_B$ above that edge. At temperature $T$ the number of electrons in the states is
\begin{align}
n&=D\int_0^{E_g}\frac{dE}{1+e^{(E-\eta)/kT}}
=D\,kT\ln\frac{1+e^{\eta/kT}}{1+e^{(\eta-E_g)/kT}}\nonumber\\
&=D\left[\eta+kT\ln\!\left(1+e^{-\eta/kT}\right)-kT\ln\!\left(1+e^{-\Phi_B/kT}\right)\right].
\end{align}
The two logarithms are exponentially small when the Fermi level is many $kT$ from both band edges. Dropping them and subtracting the neutral filling $D\phi_0$ gives
\begin{equation}
Q_{ss}=-eD\,(E_g-\phi_0-\Phi_B).
\label{qss}
\end{equation}
This settles the sign. If the barrier is below $E_g-\phi_0$, the Fermi level is above the neutral level and the states hold extra electrons. If the barrier is higher, they have lost electrons and are positive.

\subsection*{Solving for the barrier}

Neglect $Q_{sc}$ for now. Inserting \eqref{qss} in \eqref{gauss} and multiplying by $e\delta/\varepsilon_0$ gives
\begin{equation}
\phi_m-\chi-\Phi_B=-\alpha(E_g-\phi_0-\Phi_B),\qquad
\alpha=\frac{e^2D\delta}{\varepsilon_0}.
\end{equation}
Collecting the terms in $\Phi_B$ on one side,
\begin{equation}
(1+\alpha)\Phi_B=\phi_m-\chi+\alpha(E_g-\phi_0).
\end{equation}
Dividing by $1+\alpha$, and noting that $\alpha/(1+\alpha)=1-S$ when $S=1/(1+\alpha)$,
\begin{equation}
\Phi_B=S(\phi_m-\chi)+(1-S)(E_g-\phi_0),\qquad
S=\frac{d\Phi_B}{d\phi_m}=\frac1{1+\alpha}.
\label{main}
\end{equation}
The affinity, gap and neutral level set the height of the line but not its slope.

For $D\to0$ at fixed $\delta$, $S\to1$: this is the Schottky--Mott limit. For $D\to\infty$ at fixed $\delta$, $S\to0$ and the barrier is pinned at $E_g-\phi_0$. For $\delta\to0$ at fixed $D$, $S\to1$ again. A finite sheet charge needs some distance from its counter-charge to produce a potential step, so states lying directly on an ideal metal surface cannot pin anything in this model.

\subsection*{Putting in the numbers}

In $e^2D$ with SI units, $D$ must be per joule:
\begin{equation}
e^2D=e^2\,\frac{10^{18}\ \mathrm{m^{-2}}}{1\ \mathrm{eV}}
=e\,\frac{10^{18}\ \mathrm{m^{-2}}}{1\ \mathrm{V}}=0.1602\ \mathrm{F/m^2}.
\end{equation}
One factor $e$ cancels against the electronvolt. You kept both while leaving $D$ per eV, which made $\alpha$ too small by the numerical value of $e$ in coulombs. The gap capacitance is
\begin{equation}
\frac{\varepsilon_0}{\delta}=\frac{8.854\times10^{-12}\ \mathrm{F/m}}{0.5\times10^{-9}\ \mathrm m}=0.01771\ \mathrm{F/m^2},
\end{equation}
so that
\begin{equation}
\alpha=\frac{0.1602}{0.01771}=9.05,\qquad S=\frac1{1+9.05}=0.0995\approx0.10 .
\end{equation}
If the work function rises by 1 eV, about 0.9 eV of the change falls across the gap and 0.1 eV reaches the barrier.

A slope of exactly $0.10$ needs $\alpha=9$, hence $D=9\varepsilon_0/(e^2\delta)=9.95\times10^{13}$ cm$^{-2}$\,eV$^{-1}$. The sensitivity follows from
\begin{equation}
\frac{dS}{S}=-\frac{d\alpha}{1+\alpha}=-(1-S)\frac{d\alpha}{\alpha}.
\end{equation}
A small relative error in $D$ or $\delta$ therefore passes almost fully into $S$. For a factor of two the full formula is needed: halving $D$ gives $S=0.181$, doubling it gives $0.052$, with the gap held fixed.

\subsection*{Two metals on n-type CdTe}

Take rough typical values $E_g=1.5$ eV, $\chi=4.4$ eV and $\phi_0=0.8$ eV, so that $E_g-\phi_0=0.7$ eV. For work functions of 4.3 and 5.3 eV, equation \eqref{main} gives
\begin{align}
\Phi_B(4.3)&=0.0995(-0.1)+0.9005(0.7)=0.620\ \mathrm{eV},\\
\Phi_B(5.3)&=0.0995(0.9)+0.9005(0.7)=0.720\ \mathrm{eV}.
\end{align}
The gap drops are
\begin{align}
\Delta(4.3)&=-0.100-0.620=-0.720\ \mathrm{eV},\\
\Delta(5.3)&=0.900-0.720=0.180\ \mathrm{eV}.
\end{align}
Divided by $0.5$ nm, they correspond to field magnitudes of 14.4 and 3.6 MV/cm.

The states hold $8.0\times10^{12}$ extra electrons per cm$^2$ for the first metal and lack $2.0\times10^{12}$ for the second. Dividing by $D$ shows that the Fermi level lies 0.08 eV above the neutral level in one case and 0.02 eV below it in the other. The density must therefore be uniform over this range and a few $kT$ beyond; its value far away in the gap matters little. If it is ten times larger outside, a margin of $3kT$ still lowers the slope to $0.085$, and a margin of $5kT$ to $0.097$.

The field of 14.4 MV/cm is large, but a bulk breakdown field is a poor guide across half a nanometre. An electron crossing the gap gains at most 0.72 eV from the field, less than the 1.5 eV band gap, so this drop alone cannot start impact ionization across the CdTe gap.

\subsection*{Why the doping almost drops out}

Now restore $Q_{sc}$. Let $u(x)\ge0$ be the upward band bending, $N$ the donor density, $\varepsilon_s$ the semiconductor permittivity and $\zeta=E_c-E_F$ in the bulk. With Boltzmann electrons and no holes the charge density is $eN(1-e^{-u/kT})$. Since $u=-e\varphi$ plus a constant, Poisson's equation reads
\begin{equation}
u''=\frac{e^2N}{\varepsilon_s}\left(1-e^{-u/kT}\right).
\end{equation}
Multiply by $u'$ and integrate from the bulk, where $u=u'=0$:
\begin{equation}
\tfrac12u'^2=\frac{e^2N}{\varepsilon_s}\left(u-kT+kT\,e^{-u/kT}\right).
\end{equation}
The total charge is $Q_{sc}=(\varepsilon_s/e)|u'|$ at the surface, where $u=\Phi_B-\zeta$. Dropping the small exponential there,
\begin{equation}
Q_{sc}=\sqrt{2\varepsilon_sN(\Phi_B-\zeta-kT)},\qquad
\frac{dQ_{sc}}{d\Phi_B}=\frac{\varepsilon_sN}{Q_{sc}}=\frac{\varepsilon_s}{eW},
\end{equation}
with $W=Q_{sc}/(eN)$. Equation \eqref{gauss} now leads to
\begin{equation}
(1+\alpha)\Phi_B+\frac{e\delta}{\varepsilon_0}Q_{sc}(\Phi_B)=\phi_m-\chi+\alpha(E_g-\phi_0).
\end{equation}
Dividing by $1+\alpha$ shows that the barrier shifts by $-Se\delta Q_{sc}/\varepsilon_0$. Differentiating gives
\begin{equation}
\frac{d\Phi_B}{d\phi_m}=\frac{1}{1+\alpha+\delta\varepsilon_s/(\varepsilon_0W)} .
\label{dep}
\end{equation}

For $N=10^{16}$ cm$^{-3}$, relative permittivity 10, effective mass 0.1 electron masses and 300 K, the 5.3 eV metal has $Q_{sc}=0.0405\ \mu$C/cm$^2$ and $W=253$ nm. The extra term is $0.5\times10/253=0.020$, against $1+\alpha=10.05$. Doping drops out because the depletion layer is a much smaller capacitance than the states. The barrier falls by 2.3 meV. This holds for light doping and dense states. The shift grows roughly as $\sqrt N$, to 7.5 meV at $10^{17}$ cm$^{-3}$ and about 25 meV at $10^{18}$ cm$^{-3}$, where the bulk is becoming degenerate. With only $10^{12}$ states per cm$^2$ and eV, the slope itself falls from 0.90 to 0.87 between $10^{16}$ and $10^{17}$ cm$^{-3}$.

I compared this with a numerical solution of the nonlinear Poisson equation in which the occupation of the states is summed with the Fermi function. For both metals the barriers agree with the formula including $Q_{sc}$ to within 0.05 meV. At a work function of 5.1 eV the numerical slope is 0.0993. It is still 0.0993 at 400 K with the gap, affinity, neutral level and $D$ held fixed. Without interface states it is 0.980 instead of one, because the depletion charge alone still causes a small drop in the gap.

\subsection*{States that reach into the semiconductor}

The model also places all the states in a single sheet. Suppose instead that the states decay over a depth $d$, with volume density $(D/d)e^{-y/d}$ per energy at depth $y=x-\delta$. Let $v=dU/d\phi_m$ be the response of the local level. Raising the level by $v\,d\phi_m$ empties states and adds positive charge, so with depletion neglected
\begin{equation}
v''=\frac{e^2D}{d\,\varepsilon_s}\,e^{-y/d}\,v .
\end{equation}
Set $s=z\,e^{-y/2d}$ with $z^2=4e^2Dd/\varepsilon_s$. Then $d/dy=-(s/2d)\,d/ds$, and the equation becomes
\begin{equation}
s^2\frac{d^2v}{ds^2}+s\frac{dv}{ds}-s^2v=0 .
\end{equation}
Its solutions are the modified Bessel functions $I_0(s)$ and $K_0(s)$. The second grows linearly with depth, which would mean a field in the interior, so $v=A\,I_0(s)$. Deep inside $s\to0$ and $v\to A$: this is the slope of the barrier seen beyond the states. At the surface
\begin{equation}
v=A\,I_0(z),\qquad -v'=A\,\frac{z\,I_1(z)}{2d}.
\end{equation}
Continuity of $\varepsilon v'$ makes the gradient in the gap larger by $\varepsilon_s/\varepsilon_0$.

Screening inside the metal can be added in the simplest picture, with the electrons confined behind the surface and a screening length $\lambda$. Then $v''=(v-1)/\lambda^2$ inside the metal, so $1-v$ decays as $e^{x/\lambda}$ and equals $\lambda|v'|$ at the surface. In this picture the metal acts as an additional gap thickness $\lambda$. At a real surface the electrons spill out, and the charge induced on a simple metal is centred a little under 0.1 nm outside the edge of the positive background. Measured from that edge, the gap is then effectively thinner, which a negative $\lambda$ in the result below describes. The response falls from one deep in the metal to $A\,I_0(z)$ at the semiconductor surface:
\begin{equation}
1=A\left[I_0(z)+(\delta+\lambda)\frac{\varepsilon_s}{\varepsilon_0}\frac{z\,I_1(z)}{2d}\right].
\label{spread}
\end{equation}
For $d\to0$, $I_0\to1$ and $z\,I_1/(2d)\to z^2/(4d)=e^2D/\varepsilon_s$. With $\lambda=0$ this returns $A=1/(1+\alpha)$, as it must.

With a rough depth $d=0.3$ nm and $\lambda=0$, equation \eqref{spread} gives $A=0.075$, about 25\% below $0.0995$. The level at the surface itself responds more strongly than in the sheet model, $A\,I_0(z)=0.12$. With the high-frequency permittivity of about 7 in place of 10, $A$ would be $0.067$; the values below keep 10. Taking $\lambda=0.05$ nm lowers this to $0.069$, while $\lambda=-0.07$ nm, which mimics the spill-out, raises it to about $0.085$. A separate numerical solution with a screening metal and distributed states agrees with \eqref{spread} to 0.1\% for $\lambda=0.05$ nm. That tests the mathematics, not the use of a bulk permittivity over 0.3 nm, which is crude.

\subsection*{What a current measurement would see}

The slope of a barrier extracted from current can differ from that of $\Phi_B$. Near the surface, where the field is $F_s=Q_{sc}/\varepsilon_s$, the image force of an ideal metal lowers the barrier top by the minimum over $y$ of
\begin{equation}
eF_sy+\frac{e^2}{16\pi\varepsilon_sy}.
\end{equation}
At the minimum the two terms are equal, and their sum is $\sqrt{e^3F_s/(4\pi\varepsilon_s)}$. For the 5.3 eV metal $F_s=0.046$ MV/cm and the lowering is 26 meV. Because $F_s$ varies as $(\Phi_B-\zeta-kT)^{1/2}$, the lowering varies as the fourth root, and the image force alone reduces the apparent slope by about 1\%. This estimate assumes that the interface states respond fast enough to screen the passing electron. Even then a sheet of finite $D$ screens less well than a metal, and the lowering is about 23 meV. The electron passes in a few tens of femtoseconds, far less than the filling time estimated below, so across a literal vacuum gap the metal cannot supply this screening charge in time; it would have to move within the states themselves. If the states do not respond, the vacuum gap makes the force near the surface repulsive, and the lowering can vanish.

Tunnelling far below the top of the depletion barrier is weak at this doping. For a parabolic barrier of height $u_s$, width $W_p=\sqrt{2\varepsilon_su_s/(e^2N)}$ and mass $m$, the exponent at its foot is
\begin{equation}
\frac{2W_p}{\hbar}\sqrt{2mu_s}\int_0^1(1-t)\,dt=\frac{u_s}{E_{00}},\qquad
E_{00}=\frac{e\hbar}{2}\sqrt{\frac{N}{m\varepsilon_s}} .
\end{equation}
Here $E_{00}=1.9$ meV, far below $kT=25.9$ meV, so the current flows near or above the top of the barrier. Tunnelling just below a sharp top can still add a contribution comparable to the thermal one, but at this doping it changes the apparent barrier by less than $kT$; at $10^{17}$ cm$^{-3}$ the change for a sharp top already exceeds $kT$. The bulk is not degenerate: $\zeta=0.113$ eV is more than $4kT$.

A literal vacuum gap would also have to be crossed. For the 5.3 eV metal the vacuum level in the gap lies on average 5.2 eV above the Fermi level. Take a square barrier whose top is this far above the total energy of the electron, and let the electron have the free mass and a kinetic energy of 5 eV on both sides of the gap. Matching the waves then gives a transmission of $3\times10^{-5}$. This is a low estimate: it leaves out the image force in the gap, which lowers and narrows the barrier and can raise the transmission by about two orders of magnitude. With an attempt rate of 1 eV$/h$, the metal would fill the states in roughly 0.1 ns or less. That supports a common Fermi level in a static measurement, but the current would be strongly reduced. A barrier deduced from its size under the assumption of full transmission would come out too high. The transmission also falls as the work function rises, so the slope deduced in this way would be too high as well, by roughly $0.015$ here.

\subsection*{How this compares with a real contact}

The CdTe inputs above are rough but ordinary, and $10^{14}$ cm$^{-2}$\,eV$^{-1}$ is a reasonable order of magnitude for gap states induced by a metal in close contact. A well-passivated interface can have far fewer. The least realistic input is the empty gap: a deposited metal bonds to the surface, reacts with it, or sits on a thin oxide or tellurium-rich layer. If that layer has relative permittivity 2, at the same thickness and $D$, the single-sheet slope is $0.18$; a state depth of 0.3 nm lowers it to about $0.13$. With the vacuum gap kept and a state depth of 0.3 nm, the depth and the response of the metal surface move it to between about $0.07$ and $0.09$. For a gap of this thickness and low permittivity the model thus supports pinning at this state density, but not the second digit of $0.0995$. A thinner or more polarizable layer weakens the pinning further: at the same $D$, a thickness of 0.3 nm and a relative permittivity of 4 give a slope of $0.42$ for a single sheet and about $0.30$ for a state depth of 0.3 nm. With the original gap and $10^{12}$ cm$^{-2}$\,eV$^{-1}$ the slope is about $0.9$. I have not estimated interface reactions, lateral variation, or changes of the surface dipole on contact; these can differ from metal to metal and spoil the straight line itself.

For your deposition series, a measured slope fixes at best the combination $D\delta/\varepsilon$, not $D$ and $\delta$ separately, and even that only if the states form a single sheet. With a finite state depth, equal values of this combination can give different slopes. If the single-sheet model applies with this gap, about half of a change in work function reaches the barrier once $\alpha$ is near one, which means $D$ near $10^{13}$ cm$^{-2}$\,eV$^{-1}$. At that density the numerical slope is 0.52. The choice of metal still matters for the current when the slope is only 0.10: a barrier change of 0.1 eV alters thermal emission at 300 K by a factor of nearly 50. The remaining values are in the numerical output below.

\section*{Computed values}
\begin{verbatim}
State density D: 1.00e+14 1/(cm^2 eV)
Gap thickness: 0.50 nm
Vacuum permittivity: 8.85419e-12 F/m
State capacitance e^2 D: 0.16022 F/m^2
Gap capacitance eps0/delta: 0.017708 F/m^2
alpha: 9.0476 (no unit)
Pinning slope S: 0.0995 (no unit)
D for S = 0.10 exactly: 9.947e+13 1/(cm^2 eV)
Rough CdTe: Eg 1.5, chi 4.4, phi0 0.8 eV
Rough CdTe: permittivity 10.0, mass 0.1 (ratios)
Donors 1.0e+16 1/cm^3, temperature 300 K
kT 0.02585 eV, bulk Ec-EF 0.1131 eV
Work function 4.3 eV: phi_m-chi -0.100 eV
  barrier, simple formula: 0.6204 eV
  barrier, Poisson solution: 0.6183 eV
  gap energy drop: -0.7204 eV
  gap field magnitude: 14.41 MV/cm
  excess electrons in states: 7.962e+12 1/cm^2
Work function 5.3 eV: phi_m-chi 0.900 eV
  barrier, simple formula: 0.7199 eV
  barrier, Poisson solution: 0.7176 eV
  gap energy drop: 0.1801 eV
  gap field magnitude: 3.60 MV/cm
  excess electrons in states: -1.991e+12 1/cm^2
Slopes below from Poisson at work function 5.1 eV
  D 0.0e+00 1/(cm^2 eV): slope 0.9799, simple 1.0000
  D 1.0e+12 1/(cm^2 eV): slope 0.9001, simple 0.9170
  D 1.0e+13 1/(cm^2 eV): slope 0.5195, simple 0.5250
  D 5.0e+13 1/(cm^2 eV): slope 0.1804, simple 0.1810
  D 1.0e+14 1/(cm^2 eV): slope 0.0993, simple 0.0995
  D 2.0e+14 1/(cm^2 eV): slope 0.0523, simple 0.0524
Slope at 400 K, Poisson: 0.0993
Depletion numbers below: work function 5.3 eV
Depletion charge: 0.0405 uC/cm^2, width 252.9 nm
Barrier shift by depletion: -2.28 meV
Extra term delta eps_s/(eps0 W): 0.0198
Rough state depth 0.30, screening 0.05 nm
Slope with state depth only: 0.0749
Slope with depth and metal screening: 0.0688
Slope for gap permittivity 2: 0.1810
Semiconductor peak field: 0.0458 MV/cm
Image lowering: 25.7 meV
Image factor on slope: 0.9889
Depletion tunnelling energy E00: 1.86 meV
Fermi-Dirac density / donor density: 0.9956
Mean gap barrier 5.21 eV, kinetic energy 5.0 eV
Gap transmission: 3.34e-05, prefactor 4.00
Filling time, attempt energy 1.0 eV: 0.12 ns
\end{verbatim}
